\section*{Why the Madelung energy of a tetragonal cell changes sign}

\section*{Question}

I am working with charged supercells and need the Madelung energy of one point charge $q$ in a tetragonal cell $a\times a\times c$, with a uniform background that makes the cell neutral. An exercise asks me to show that for large $c/a$ this energy approaches
\[
\frac{\pi q^2c}{6a^2}-1.950\,\frac{q^2}{a},
\]
and that it therefore changes sign near $c/a=3.72$.

My Ewald code gives $-1.4186\,q^2/a$ for the cube, and the energy does turn positive when I stretch the cell along $c$. But the Ewald formula shows me neither where a term linear in $c$ comes from nor what the number 1.950 is. I also do not see how the energy can be positive at all, since the charge sits in a background of opposite sign. Finally, how large must $c/a$ be before the formula can be trusted at the sign change?

\section*{Answer}

The Ewald sum treats the three directions alike, and this hides the structure you are after. For a long cell it is better to regard the lattice as a stack of square sheets of charges, a distance $c$ apart, and to use a Fourier series within the sheets only. The linear term, the constant and the error of the formula then appear as three separate pieces.

\subsection*{What is being calculated}

I use Gaussian units; for SI, replace $q^2$ by $q^2/(4\pi\varepsilon_0)$ in the energies. The charges sit at the points of a simple tetragonal lattice in vacuum, and the background density is $-q/(a^2c)$. The potential $\phi$ has the period of the lattice and obeys
\begin{equation}
\nabla^2\phi=-4\pi q\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac{1}{a^2c}\Big].
\label{poisson}
\end{equation}
This fixes $\phi$ up to a constant, which I choose so that the cell average of $\phi$ is zero.

The energy per cell is $\frac12\int\rho\phi$ over one cell, without the infinite self-energy of the point charge. The background density is constant, so its share is proportional to the average of $\phi$ and vanishes. What remains is
\begin{equation}
E=\tfrac12\,q\,v,\qquad v=\lim_{r\to0}\Big[\phi(\mathbf r)-\frac qr\Big].
\label{energy}
\end{equation}
A different constant in $\phi$ would not change the energy, because the cell is neutral: the shifts of the point-charge and background terms cancel. With the choice made here the background term is zero, and only the point-charge term has to be found.

Near the origin, $\phi-q/r$ obeys a Poisson equation with a constant source, so it is smooth there. The limit is then the same from every direction, and I shall approach the charge along the $z$ axis, which is parallel to $c$.

\subsection*{One equation for each in-plane wave}

Write $\mathbf r=(\boldsymbol\rho,z)$ and expand
\begin{equation}
\phi(\boldsymbol\rho,z)=\sum_{\mathbf G}e^{i\mathbf G\cdot\boldsymbol\rho}f_{\mathbf G}(z),\qquad \mathbf G=\frac{2\pi}{a}\,\mathbf n,
\end{equation}
where $\mathbf n$ is a pair of integers. Below, $n=|\mathbf n|$ and $G=|\mathbf G|$. A square lattice of delta functions has the Fourier series $a^{-2}\sum_{\mathbf G}e^{i\mathbf G\cdot\boldsymbol\rho}$, so (\ref{poisson}) becomes
\begin{equation}
f_{\mathbf G}''-G^2f_{\mathbf G}=-\frac{4\pi q}{a^2}\Big[\sum_j\delta(z-jc)-\frac{\delta_{\mathbf G,0}}{c}\Big].
\label{ode}
\end{equation}
The background enters only for $\mathbf G=0$. Integrating (\ref{ode}) across $z=0$ shows that the slope of every $f_{\mathbf G}$ jumps there by $-4\pi q/a^2$. Each $f_{\mathbf G}$ is even in $z$, so the slope just above the sheet is half the jump:
\begin{equation}
f_{\mathbf G}'(0^+)=-\frac{2\pi q}{a^2}.
\label{slope}
\end{equation}

\subsection*{The linear term: charged sheets in a background}

For $\mathbf G=0$ and $0<z<c$, equation (\ref{ode}) reads $f_0''=4\pi q/(a^2c)$. Two integrations with the slope (\ref{slope}) give
\begin{equation}
f_0(z)=\frac{2\pi q}{a^2}\Big(\frac{z^2}{c}-z\Big)+C .
\end{equation}
This has equal values at $z=0$ and $z=c$, as periodicity demands. The other $f_{\mathbf G}$ do not contribute to the cell average, so $f_0$ itself must average to zero. The averages of $z^2/c$ and $z$ over the cell are $c/3$ and $c/2$, hence
\begin{equation}
C=\frac{2\pi q}{a^2}\Big(\frac c2-\frac c3\Big)=\frac{\pi qc}{3a^2}=f_0(0).
\label{f0}
\end{equation}
By (\ref{energy}) this contributes $\frac12qf_0(0)=\pi q^2c/(6a^2)$ to the energy, which is the linear term.

It also shows how the energy can be positive. The function $f_0$ is the potential of uniformly charged sheets in the background. Its field is
\[
-f_0'(z)=\frac{4\pi q}{a^2}\Big(\frac12-\frac zc\Big),
\]
and the field energy in one cell is
\begin{equation}
\frac{a^2}{8\pi}\int_0^c f_0'^2\,dz=\frac{a^2}{8\pi}\Big(\frac{4\pi q}{a^2}\Big)^2\frac{c}{12}=\frac{\pi q^2c}{6a^2}.
\end{equation}
The integral used here is $\int_0^c(\frac12-\frac zc)^2dz=c/12$. A field energy cannot be negative. It grows with $c$ because the opposite charge is spread ever farther from the sheet it compensates. A negative total is possible only because the self-energy of the point charge has been removed, and that removal affects the waves with $\mathbf G\neq0$.

\subsection*{The waves with $\mathbf G\neq0$}

Between two sheets $f''=G^2f$. The solution symmetric about the midplane $z=c/2$ is $A\cosh[G(c/2-z)]$. Its slope at $z=0^+$ is $-AG\sinh(Gc/2)$, and (\ref{slope}) fixes $A$:
\begin{equation}
f_{\mathbf G}(z)=\frac{2\pi q}{a^2G}\,\frac{\cosh[G(c/2-z)]}{\sinh(Gc/2)},\qquad 0\le z\le c .
\end{equation}
Write the hyperbolic functions as exponentials and multiply numerator and denominator by $e^{-Gc/2}$:
\begin{align}
\frac{\cosh[G(c/2-z)]}{\sinh(Gc/2)}
&=\frac{e^{-Gz}+e^{-Gc}e^{Gz}}{1-e^{-Gc}}\nonumber\\
&=e^{-Gz}+\frac{e^{-Gc}\,(e^{-Gz}+e^{Gz})}{1-e^{-Gc}}\nonumber\\
&=e^{-Gz}+\frac{2\cosh Gz}{e^{Gc}-1}.
\label{split}
\end{align}
The first term does not contain $c$: it comes from the sheet at $z=0$ alone. The second is the effect of all the other sheets.

Now set $\boldsymbol\rho=0$, subtract $q/z$ and let $z\to0$. The prefactor is $2\pi q/(a^2G)=q/(an)$. With $x=c/a$ and $t=z/a$,
\begin{equation}
v=\frac{\pi qc}{3a^2}+\frac qa\,S+\frac{2q}{a}\,R(x),
\end{equation}
where
\begin{align}
S&=\lim_{t\to0}\Big[\sum_{\mathbf n\ne0}\frac{e^{-2\pi nt}}{n}-\frac1t\Big],\label{S}\\
R(x)&=\sum_{\mathbf n\ne0}\frac{1}{n\,(e^{2\pi nx}-1)}.\label{R}
\end{align}
Multiplication by $q/2$ gives
\begin{equation}
E=\frac{q^2}{a}\Big[\frac{\pi x}{6}-\alpha+R(x)\Big],\qquad \alpha=-\frac S2 .
\label{main}
\end{equation}
No approximation has been made, so (\ref{main}) holds for every $c/a$.

\subsection*{The number 1.950}

The quantity $qS/a$ is the potential felt by one charge of a single square lattice when the compensating charge is spread over the same plane. Such a sheet has no $\mathbf G=0$ part, which is why $\mathbf n=0$ is missing from (\ref{S}). Both the sum and $1/t$ diverge as $t\to0$, so they must be combined before the limit is taken.

The tool is the integral, for $A,B>0$,
\begin{equation}
\int_0^\infty \frac{ds}{\sqrt s}\,e^{-As-B/s}=\sqrt{\frac{\pi}{A}}\;e^{-2\sqrt{AB}} .
\label{gauss}
\end{equation}
To prove it, put $s=w^2$ and $y=\sqrt A\,w-\sqrt B/w$. The exponent becomes $-y^2-2\sqrt{AB}$, and $y$ runs from $-\infty$ to $\infty$. Solving for $w$ gives $2\sqrt A\,w=y+(y^2+4\sqrt{AB})^{1/2}$, so
\[
2\,dw=\frac{1}{\sqrt A}\Big[1+\frac{y}{(y^2+4\sqrt{AB})^{1/2}}\Big]dy .
\]
The second term is odd in $y$ and integrates to zero against $e^{-y^2}$; the first gives $\sqrt{\pi/A}$.

With $A=\pi n^2$ and $B=\pi t^2$, the right side of (\ref{gauss}) is $e^{-2\pi nt}/n$. Therefore
\begin{equation}
\sum_{\mathbf n\ne0}\frac{e^{-2\pi nt}}{n}=\int_0^\infty\frac{ds}{\sqrt s}\,e^{-\pi t^2/s}\,[\Theta(s)-1],
\quad \Theta(s)=\sum_{\mathbf n}e^{-\pi n^2s}.
\label{theta}
\end{equation}
Poisson summation replaces a lattice sum of a function by the lattice sum of its Fourier transform. The transform of the two-dimensional Gaussian $e^{-\pi s\rho^2}$ is $s^{-1}e^{-\pi k^2/s}$, so $\Theta(s)=\Theta(1/s)/s$. For $s<1$ I use this in the form
\begin{equation}
\Theta(s)-1=\frac1s\,[\Theta(1/s)-1]+\frac1s-1 .
\end{equation}
The integral in (\ref{theta}) then has four parts.

\begin{enumerate}
\item The range $s>1$ tends to
\[
J=\int_1^\infty s^{-1/2}[\Theta(s)-1]\,ds\quad\text{as }t\to0.
\]
\item The term with $\Theta(1/s)-1$, after the substitution $s=1/u$, becomes
\[
\int_1^\infty u^{-1/2}e^{-\pi t^2u}[\Theta(u)-1]\,du ,
\]
which also tends to $J$.
\item The term $1/s$ gives $\int_0^1s^{-3/2}e^{-\pi t^2/s}ds$. Extended to infinity and with $s=1/u$, this integral is $\int_0^\infty u^{-1/2}e^{-\pi t^2u}du=1/t$. The added piece tends to $\int_1^\infty s^{-3/2}ds=2$ and must be taken off again, which leaves $1/t-2$.
\item The term $-1$ tends to $-\int_0^1s^{-1/2}ds=-2$.
\end{enumerate}

The $1/t$ from the third part cancels the one in (\ref{S}), and $S=2J-4$. In $J$, each $\mathbf n$ gives, with $s=w^2$,
\begin{equation}
\int_1^\infty\frac{ds}{\sqrt s}\,e^{-\pi n^2s}=2\int_1^\infty e^{-\pi n^2w^2}dw=\frac{\operatorname{erfc}(\sqrt\pi\,n)}{n},
\end{equation}
where $\operatorname{erfc}(x)=(2/\sqrt\pi)\int_x^\infty e^{-y^2}dy$. Hence
\begin{equation}
\alpha=2-J=2-\sum_{\mathbf n\ne0}\frac{\operatorname{erfc}(\sqrt\pi\,n)}{n}.
\label{alpha}
\end{equation}
This series converges very fast. The four vectors with $n=1$ give $0.04876$, the four with $n=\sqrt2$ give $0.00111$, and the four with $n=2$ give $0.000001$. So
\begin{equation}
\alpha=2-0.04987=1.9501 .
\end{equation}
The constant in your formula is thus the energy of a square lattice of charges in its own neutralizing sheet, $-1.950\,q^2/a$ per charge. It is negative because a charge has opposite sheet charge right next to it, while the nearest like charge is a distance $a$ away. The numerical check confirms this reading with a direct sum over a growing square of charges and its compensating sheet.

\subsection*{How good the formula is}

Your asymptotic expression is (\ref{main}) without $R$. For $x\ge1$ and $n\ge1$,
\[
e^{2\pi nx}-1\;\ge\;e^{2\pi n(x-1)}\,(e^{2\pi n}-1)\;\ge\;e^{2\pi(x-1)}\,(e^{2\pi n}-1),
\]
and therefore
\begin{equation}
0<R(x)\le R(1)\,e^{-2\pi(x-1)},\qquad R(1)=0.0079 .
\end{equation}
The neglected term vanishes exponentially. At large $x$ it is close to $4e^{-2\pi x}$, the share of the four longest waves, those with $n=1$. Physically, the variation of the potential within the plane dies out over a distance $a/2\pi$, so another sheet at a distance $c$ acts almost as if it were uniformly charged.

Here are the energies in units of $q^2/a$:
\begin{center}
\begin{tabular}{cccc}
$c/a$ & Ewald & asymptote & $R$\\
0.2 & $0.9149$ & $-1.8454$ & $2.8$\\
0.5 & $-1.4666$ & $-1.6883$ & $0.22$\\
1 & $-1.4186$ & $-1.4265$ & $7.9\times10^{-3}$\\
2 & $-0.9029$ & $-0.9029$ & $1.4\times10^{-5}$\\
4 & $0.1443$ & $0.1443$ & $4.9\times10^{-11}$
\end{tabular}
\end{center}
Even for your cube the asymptote is off by only $0.008\,q^2/a$. For $c/a=0.2$ it has the wrong sign.

\subsection*{The sign change, and a second one}

The asymptote vanishes where $\pi x/6=\alpha$:
\begin{equation}
x=\frac{6\alpha}{\pi}=\frac{1.95013}{0.52360}=3.7245 .
\end{equation}
At this point the full energy equals $R\,q^2/a$, which is positive, so the true zero lies slightly lower. The shift is about $R$ divided by the slope $\pi/6$, that is $2.75\times10^{-10}/0.524\approx5\times10^{-10}$ in $c/a$. That answers your last question: at the sign change the formula is as good as you could need.

The exercise does not mention that the energy also changes sign in a flat cell. Consider the bracket in (\ref{main}) as a function of $x$. Since
\[
\frac{1}{e^{y}-1}=\sum_{k\ge1}e^{-ky}\qquad(y>0)
\]
is a sum of convex functions, $R$ is convex, and adding a straight line keeps it so. The bracket tends to $+\infty$ for large $x$ because of the linear term. It also does so for $x\to0$, where the four terms of $R$ with $n=1$ alone grow as $4/(2\pi x)$. For the cube it is negative. A convex function with these properties has exactly two zeros, one on each side of $x=1$. The Ewald energy puts them at
\begin{equation}
\frac ca=0.2402\qquad\text{and}\qquad\frac ca=3.7245 .
\end{equation}
So $3.72$ is the only sign change for $c>a$. Below the lower one, the positive term $R$, which comes from the other sheets and grows as they come closer, exceeds $\alpha-\pi x/6$.

\subsection*{An example in electronvolts}

Take $q=e$ and $a=10$~\AA. With $e^2/(4\pi\varepsilon_0)=14.400$~eV\,\AA, the unit $q^2/a$ is $1.4400$~eV. The constant term is $-1.9501\times1.4400=-2.808$~eV, and the linear term is $0.5236\times1.4400/10=0.0754$~eV per \AA\ of $c$. Then:
\begin{itemize}
\item for $c=10$~\AA, $0.754-2.808=-2.054$~eV, while the Ewald sum gives $-2.043$~eV;
\item for $c=30$~\AA, $2.262-2.808=-0.546$~eV, and the Ewald sum agrees to all digits shown;
\item for $c=40$~\AA, $3.016-2.808=+0.208$~eV, again in agreement;
\item for $c=60$~\AA, $4.524-2.808=+1.716$~eV, likewise.
\end{itemize}
The sign changes at $c=2.808/0.0754=37.2$~\AA.

\subsection*{What this means for your supercells}

If you lengthen the cell along $c$ at fixed $a$, the energy does not settle down. Starting from the cube, it rises, passes through zero and then grows without limit, at a rate that quickly approaches $0.0754$~eV per \AA\ in the example. A small Madelung energy near $c/a=3.72$ is therefore no sign that the charge has become isolated: two large contributions, here $+2.808$ and $-2.808$~eV, happen to cancel. To approach an isolated charge, enlarge the cell at fixed shape. The bracket in (\ref{main}) is then constant and $|E|$ falls as $1/a$.

Three conditions limit the result. First, the background must fill the whole cell evenly. If it were confined to the planes of the charges, $f_0$ would vanish, and with it the linear term and the sign change near 3.72. Secondly, the surroundings must be the same everywhere and in all directions. A uniform isotropic dielectric constant $\varepsilon$ divides $\phi$, and so $E$, by $\varepsilon$ and leaves the zeros in place. A slab with vacuum above it, or an anisotropic crystal, obeys a different Poisson equation, and the value 3.72 cannot be carried over to it. Thirdly, the charge must be a point. A Gaussian charge of standard deviation $\sigma$, narrow compared with $a$ and $c$ and with its own self-energy removed, has an energy higher by $2\pi\sigma^2q^2/(a^2c)$; for $\sigma=0.1\,a$ this moves the zero from 3.72 to 3.69.

\section*{Table of computed values}
\begin{verbatim}
Sheet constant
4 erfc(sqrt(pi)|n|)/|n| for |n| = 1: 4.876e-02
4 erfc(sqrt(pi)|n|)/|n| for |n| = sqrt(2): 1.111e-03
4 erfc(sqrt(pi)|n|)/|n| for |n| = 2: 1.070e-06
alpha from the erfc series: 1.950132
alpha from growing square of charges: 1.950132
alpha from the limit t -> 0: 1.950132
pi/6: 0.523599
Zeros of the energy, as c/a
zero of the asymptote, 6 alpha/pi: 3.724479
upper zero from Ewald sum: 3.724479
lower zero from Ewald sum: 0.240157
R at the upper zero (q^2/a): 2.75e-10
Energies in q^2/a: c/a, Ewald, asymptote, R
 0.2   0.914867  -1.845413   2.76e+00
 0.5  -1.466615  -1.688333   2.22e-01
 1.0  -1.418649  -1.426534   7.88e-03
 2.0  -0.902921  -0.902935   1.40e-05
 3.0  -0.379336  -0.379336   2.61e-08
 4.0   0.144263   0.144263   4.86e-11
 6.0   1.191460   1.191460   1.70e-16
(Ewald - asymptote)/(4 exp(-2 pi x)) at x = 2: 1.0039
Worked example, q = e
a: 10.0 angstrom
e^2/(4 pi eps0): 14.3996 eV angstrom
q^2/a: 1.43996 eV
constant term -alpha q^2/a: -2.8081 eV
slope of linear term: 0.07540 eV per angstrom of c
c at the sign change: 37.245 angstrom
c (angstrom), linear term (eV), asymptote (eV), Ewald (eV)
 10.0    0.7540   -2.0542   -2.0428
 20.0    1.5079   -1.3002   -1.3002
 30.0    2.2619   -0.5462   -0.5462
 40.0    3.0159    0.2077    0.2077
 50.0    3.7698    0.9617    0.9617
 60.0    4.5238    1.7157    1.7157
Largest differences in the tests, q^2/a
between Ewald splittings: 4.4e-16
between Ewald sum and layer formula: 2.2e-16
\end{verbatim}
